# Does a negative Arrhenius barrier prove a negative Schottky barrier?: verification in Python

```python
"""Apparent barrier of a two-dimensional transistor in three-halves analysis.

Result under test: with beta = 1/kT and B = -d ln(I/T^1.5)/d beta,
a channel-limited current I ~ T^(-g) reads B = -(g + 3/2) kT, although
the contact barrier PHI is positive. With contacts carrying a share c of
the low-bias resistance, B = c (PHI - kT) - (1 - c)(g + 3/2) kT.
Energies in eV, temperatures in K, other quantities in SI unless noted.
Currents are per width: 1 A/m = 1 uA/um.
"""
import numpy as np
from scipy.constants import k, e, hbar, m_e, epsilon_0, physical_constants
from scipy.integrate import quad, trapezoid
from scipy.optimize import brentq
from scipy.special import gamma

KB = k / e
HARTREE = physical_constants["Hartree energy in eV"][0]
BOHR = physical_constants["Bohr radius"][0]
AU_LINE = physical_constants["atomic unit of current"][0] / BOHR

# Rough typical values for a gated monolayer MoS2 transistor
MASS, DEG = 0.5, 4            # mass in m_e; spin times valley degeneracy
PHI = 0.10                    # true contact barrier
G = 1.5                       # mobility exponent
MU300 = 30e-4                 # mobility at 300 K, m2/Vs
N0 = 5e16                     # sheet density, 1/m2
LENGTH = 5e-6                 # channel length
VD = 0.01                     # drain voltage
T_OX, EPS_OX, KAPPA_OX = 30e-9, 3.9, 1.4   # oxide under the channel
BEND = 4e-9                   # decay length of contact band bending
VT_RATE = 5e-3                # fall of threshold voltage, V/K
MU_DEFECT = 100e-4            # temperature-independent defect mobility
C_OX = EPS_OX * epsilon_0 / T_OX
DOS = DEG * MASS * m_e * e / (2 * np.pi * hbar**2)   # 1/(eV m2)
T0 = 300.0
KT0 = KB * T0


def fermi(j, eta):
    """Normalized Fermi integral F_j for j = -3/2, -1/2, 1/2."""
    y = np.linspace(0, np.sqrt(max(eta, 0) + 45), 4001)
    weight = 0.25 / np.cosh((y**2 - eta) / 2)**2
    return 2 * trapezoid(y**(2 * j + 3) * weight, y) / gamma(j + 2)


def prefactor(T):
    t = KB * T / HARTREE
    return DEG * np.sqrt(2 * np.pi * MASS) * t**1.5 / (4 * np.pi**2) * AU_LINE


def injection(T, phi=PHI):
    """Thermionic current per width in the Boltzmann limit."""
    return prefactor(T) * np.exp(-phi / (KB * T))


NODES, WEIGHTS = np.polynomial.legendre.leggauss(300)


def counted_flux(T, phi):
    """Injected current from a direct sum over the states in k-space."""
    t, p = KB * T / HARTREE, phi / HARTREE
    kmax = np.sqrt(2 * MASS * (max(-p, 0) + 40 * t))
    kx, wx = kmax * (NODES + 1) / 2, kmax * WEIGHTS / 2
    ky, wy = kmax * NODES, kmax * WEIGHTS
    energy = p + (kx[:, None]**2 + ky[None, :]**2) / (2 * MASS)
    occupation = 1 / (np.exp(energy / t) + 1)
    total = (wx * kx / MASS) @ occupation @ wy
    return DEG * total / (4 * np.pi**2) * AU_LINE


def apparent(current, T, step=1e-3):
    """Local barrier read from the slope of ln(I/T^1.5) against 1/kT."""
    beta = 1 / (KB * T)
    t_hi, t_lo = T / (1 - step), T / (1 + step)
    y_hi = np.log(current(t_hi) / t_hi**1.5)
    y_lo = np.log(current(t_lo) / t_lo**1.5)
    return -(y_lo - y_hi) / (2 * step * beta)


def fitted(temps, currents):
    """Least-squares barrier and squared correlation of the plot."""
    x = 1 / (KB * temps)
    y = np.log(currents / temps**1.5)
    return -np.polyfit(x, y, 1)[0], np.corrcoef(x, y)[0, 1]**2


def channel_resistance(T, length=LENGTH, g=G, rate=0.0):
    density = N0 + C_OX * rate * (T - T0) / e
    return length / (e * density * MU300 * (T / T0)**(-g))


def device_current(T, volt=VD, length=LENGTH, g=G, rate=0.0):
    """Source contact, channel and drain contact solved as one circuit."""
    sat = injection(T)
    res = channel_resistance(T, length, g, rate)

    def excess(i):
        return 2 * KB * T * np.arctanh(i) + i * sat * res - volt
    top = min(1 - 1e-15, volt / (res * sat))
    return sat * brentq(excess, 0, top, xtol=1e-20, rtol=1e-14)


def contact_share(T, length=LENGTH, g=G):
    contacts = 2 * KB * T / injection(T)
    return contacts / (contacts + channel_resistance(T, length, g))


# Injection law against the count of states
for phi_test in (PHI, -PHI):
    law = prefactor(T0) * fermi(0.5, -phi_test / KT0)
    assert abs(counted_flux(T0, phi_test) / law - 1) < 1e-8
boltzmann_error = injection(T0) / counted_flux(T0, PHI) - 1
assert 0 < boltzmann_error < 0.01

# The analysis is sound when saturated injection limits the current
read_saturated = apparent(lambda T: device_current(T, 0.5, 1e-12), T0)
assert abs(read_saturated - PHI) < 1e-5


# Phonon rate ~ T: Boltzmann conductivity at fixed density or Fermi level
def phonon_channel(T, edge=None):
    kt = KB * T
    eta = np.log(np.expm1(N0 / (DOS * kt))) if edge is None else -edge / kt
    value = quad(lambda x: x * 0.25 / np.cosh((x - eta) / 2)**2,
                 0, max(eta, 0) + 45, epsabs=0, epsrel=1e-11, limit=200)[0]
    return DOS * kt * value / T


read_phonon = apparent(phonon_channel, T0)
assert abs(read_phonon + 2.5 * KT0) < 1e-6
EDGE = 0.30
read_below = apparent(lambda T: phonon_channel(T, EDGE), T0)
assert abs(read_below - (EDGE - 1.5 * KT0)) < 1e-5

# Series formula against the nonlinear circuit at vanishing bias
for g_test in (0.0, 1.5, 2.3):
    for len_test in (5e-8, 1e-6, 5e-6, 1e-2):
        for t_test in (250.0, 400.0):
            kt = KB * t_test
            c = contact_share(t_test, len_test, g_test)
            formula = c * (PHI - kt) - (1 - c) * (g_test + 1.5) * kt
            number = apparent(
                lambda T: device_current(T, 1e-4, len_test, g_test), t_test)
            assert abs(number - formula) < 1e-5
read_long = apparent(lambda T: device_current(T, 1e-4, 1e-2), T0)
ideal = -(G + 1.5) * KT0
assert abs(read_long - ideal) < 1e-4

# Length at which the apparent barrier changes sign
length_zero = brentq(lambda s: apparent(
    lambda T: device_current(T, 1e-4, s), T0), 1e-8, 1e-6, xtol=1e-14)
share_zero = contact_share(T0, length_zero)
share_formula = (G + 1.5) * KT0 / (PHI + (G + 0.5) * KT0)
assert abs(share_zero - share_formula) < 1e-4

# Fits over a finite window
temps = np.arange(250.0, 401.0, 25.0)
pure_fit, pure_r2 = fitted(temps, 1 / channel_resistance(temps))
assert -(G + 1.5) * KB * temps[-1] < pure_fit < -(G + 1.5) * KB * temps[0]
currents = np.array([device_current(T) for T in temps])
device_fit, device_r2 = fitted(temps, currents)
assert device_fit < 0 < PHI and pure_r2 > 0.98

# Recovery of the barrier by extrapolation to zero length
r_short = np.array([VD / device_current(T, length=1e-6) for T in temps])
r_long = VD / currents
two_contacts = r_short - (r_long - r_short) * 1e-6 / (LENGTH - 1e-6)
recovered = fitted(temps, temps / two_contacts)[0]
assert abs(recovered - PHI) < 1e-3

# A truly negative barrier
read_negative = apparent(lambda T: counted_flux(T, -PHI), T0)
eta0 = PHI / KT0
assert abs(read_negative
           + PHI * fermi(-0.5, eta0) / fermi(0.5, eta0)) < 1e-5
etas = np.linspace(0.05, 40, 800)
saturated = np.array([x * fermi(-0.5, x) / fermi(0.5, x) for x in etas])
assert saturated.max() < 1.5 and saturated[-1] > 1.49


def counted_conductance(T, d=1e-4):
    return (counted_flux(T, -PHI - d) - counted_flux(T, -PHI + d)) / (2 * d)


read_neg_linear = apparent(counted_conductance, T0)
assert abs(read_neg_linear + KT0
           + PHI * fermi(-1.5, eta0) / fermi(-0.5, eta0)) < 1e-5
linear = np.array([1 + x * fermi(-1.5, x) / fermi(-0.5, x) for x in etas])
assert linear.max() < G + 1.5


# Neglected effect: tunnelling through the contact barrier
def wkb_exponent(energy, edge):
    a, b = (PHI - edge) / HARTREE, (energy - edge) / HARTREE
    root = np.sqrt(a - b) - np.sqrt(b) * np.arctan(np.sqrt((a - b) / b))
    return 4 * np.sqrt(2 * MASS) * BEND / BOHR * root


def tunnel_conductance(T):
    kt = KB * T
    edge = -kt * np.log(np.expm1(N0 / (DOS * kt)))
    energies = edge + (PHI - edge) * (NODES + 1) / 2
    supply = np.array([fermi(-1.5, -en / kt) for en in energies])
    passed = np.exp(-wkb_exponent(energies, edge)) * supply
    below = (PHI - edge) / 2 * (WEIGHTS @ passed) / kt
    return prefactor(T) / kt * (fermi(-0.5, -PHI / kt) + below)


turn = BEND * np.log(PHI / 0.04)
direct = quad(lambda x: 2 * np.sqrt(2 * MASS * max(
    PHI * np.exp(-x / BEND) - 0.04, 0) / HARTREE) / BOHR, 0, turn)[0]
assert abs(direct / wkb_exponent(0.04, 0.0) - 1) < 1e-5
tunnel_gain = tunnel_conductance(T0) / (injection(T0) / KT0)
read_tunnel_contact = apparent(lambda T: T * tunnel_conductance(T), T0)
read_tunnel_device = apparent(lambda T: 1 / (
    channel_resistance(T) + 2 / tunnel_conductance(T)), T0)

# Neglected effects: threshold drift, defects, bias, heating, fields
read_device = apparent(device_current, T0)
read_drift = apparent(lambda T: device_current(T, rate=VT_RATE), T0)
overdrive = e * N0 / C_OX
cancel_rate = (G + 1.5) * overdrive / T0
assert abs(apparent(lambda T: 1 / channel_resistance(
    T, rate=cancel_rate), T0)) < 1e-5


def defect_mobility(T):
    phonon_part = (1 / MU300 - 1 / MU_DEFECT) * (T / T0)**G
    return 1 / (1 / MU_DEFECT + phonon_part)


g_defect = G * (1 - MU300 / MU_DEFECT)
read_defect = apparent(defect_mobility, T0)
assert abs(read_defect + (g_defect + 1.5) * KT0) < 1e-6
read_bias = apparent(lambda T: device_current(T, 0.1), T0)
thermal_speed = np.sqrt(2 * KT0 * e / (MASS * m_e))
free_path = thermal_speed * MU300 * MASS * m_e / e
drift_ratio = MU300 * VD / LENGTH / thermal_speed
heating = VD * device_current(T0) / LENGTH * T_OX / KAPPA_OX

print(f"true barrier {PHI:.2f} eV; g = {G}; mass {MASS} m_e; deg. {DEG}")
print(f"density {N0*1e-4:.1e} cm^-2; mobility {MU300*1e4:.0f} cm2/Vs at 300 K")
print(f"length {LENGTH*1e9:.0f} nm; drain voltage {VD} V")
print(f"kT at 300 K: {KT0:.5f} eV")
print(f"saturated injection at 300 K: {injection(T0):.2f} uA/um")
print(f"one contact, 300 K: {KT0/injection(T0)*1e3:.3f} kOhm um")
print(f"channel, 300 K: {channel_resistance(T0)*1e3:.1f} kOhm um")
print("T (K), I (uA/um), contact share, local apparent barrier (eV):")
for T, current in zip(temps, currents):
    print(f"  {T:.0f}  {current:.5f}  {contact_share(T):.4f}"
          f"  {apparent(device_current, T):.4f}")
print(f"fit 250-400 K, device: {device_fit:.4f} eV, R^2 {device_r2:.4f}")
print(f"fit 250-400 K, channel only: {pure_fit:.4f} eV, R^2 {pure_r2:.4f}")
print(f"its effective temperature: {-pure_fit/((G+1.5)*KB):.1f} K")
print(f"-(g+3/2)kT at 300 K: {ideal:.4f} eV")
print(f"-(3/2)kT at 300 K (constant current): {-1.5*KT0:.4f} eV")
print(f"phonon rate ~ T, fixed density, 300 K: {read_phonon:.4f} eV")
print(f"same, band edge fixed at {EDGE:.2f} eV: {read_below:.4f} eV")
print(f"contact-limited, saturated, 300 K: {read_saturated:.4f} eV")
print("length (nm), contact share, apparent barrier (eV), 300 K:")
for s in (5e-6, 1e-6, 2e-7, 5e-8):
    print(f"  {s*1e9:.0f}  {contact_share(T0, s):.4f}"
          f"  {apparent(lambda T: device_current(T, length=s), T0):.4f}")
print(f"sign change: {length_zero*1e9:.1f} nm, share {share_zero:.4f}")
print(f"barrier recovered from 1000 and 5000 nm: {recovered:.4f} eV")
print(f"true barrier {-PHI:.2f} eV, saturated, reads {read_negative:.4f} eV")
print(f"true barrier {-PHI:.2f} eV, low bias, reads {read_neg_linear:.4f} eV")
print(f"lowest low-bias ballistic reading: {-linear.max():.3f} kT")
print("Neglected effects at 300 K:")
print(f"Boltzmann error of injection: {100*boltzmann_error:.2f} %")
print(f"band-bending length: {BEND*1e9:.0f} nm")
print(f"tunnelling: contact conductance times {tunnel_gain:.2f}")
print(f"  contact alone then reads {read_tunnel_contact:.4f} eV")
print(f"  5000 nm device then reads {read_tunnel_device:.4f} eV")
print(f"threshold fall {VT_RATE*1e3:.0f} mV/K: reads {read_drift:.4f} eV")
print(f"  fall that cancels channel reading: {cancel_rate*1e3:.1f} mV/K")
print(f"defect mobility {MU_DEFECT*1e4:.0f} cm2/Vs: local g {g_defect:.2f}")
print(f"  channel then reads {read_defect:.4f} eV")
print(f"drain voltage 0.1 V: device reads {read_bias:.4f} eV")
print(f"mean free path {free_path*1e9:.2f} nm")
print(f"drift/thermal speed {drift_ratio:.1e}; heating {heating:.1e} K")
print(f"oxide {T_OX*1e9:.0f} nm, overdrive {overdrive:.2f} V")
print(f"oxide field {overdrive/T_OX*1e-8:.2f} MV/cm")
assert read_device < 0 and read_drift < 0 and read_tunnel_device < 0
print("all assertions hold")
```

It prints:

```
true barrier 0.10 eV; g = 1.5; mass 0.5 m_e; deg. 4
density 5.0e+12 cm^-2; mobility 30 cm2/Vs at 300 K
length 5000 nm; drain voltage 0.01 V
kT at 300 K: 0.02585 eV
saturated injection at 300 K: 13.75 uA/um
one contact, 300 K: 1.879 kOhm um
channel, 300 K: 208.1 kOhm um
T (K), I (uA/um), contact share, local apparent barrier (eV):
  250  0.05981  0.0534  -0.0570
  275  0.05314  0.0297  -0.0667
  300  0.04721  0.0177  -0.0749
  325  0.04215  0.0113  -0.0823
  350  0.03785  0.0076  -0.0893
  375  0.03421  0.0053  -0.0961
  400  0.03110  0.0038  -0.1028
fit 250-400 K, device: -0.0781 eV, R^2 0.9933
fit 250-400 K, channel only: -0.0809 eV, R^2 0.9954
its effective temperature: 313.0 K
-(g+3/2)kT at 300 K: -0.0776 eV
-(3/2)kT at 300 K (constant current): -0.0388 eV
phonon rate ~ T, fixed density, 300 K: -0.0646 eV
same, band edge fixed at 0.30 eV: 0.2612 eV
contact-limited, saturated, 300 K: 0.1000 eV
length (nm), contact share, apparent barrier (eV), 300 K:
  5000  0.0177  -0.0749
  1000  0.0829  -0.0650
  200  0.3111  -0.0302
  50  0.6437  0.0208
sign change: 86.4 nm, share 0.5112
barrier recovered from 1000 and 5000 nm: 0.1001 eV
true barrier -0.10 eV, saturated, reads -0.0345 eV
true barrier -0.10 eV, low bias, reads -0.0405 eV
lowest low-bias ballistic reading: -1.585 kT
Neglected effects at 300 K:
Boltzmann error of injection: 0.74 %
band-bending length: 4 nm
tunnelling: contact conductance times 2.56
  contact alone then reads 0.0570 eV
  5000 nm device then reads -0.0768 eV
threshold fall 5 mV/K: reads -0.0694 eV
  fall that cancels channel reading: 69.6 mV/K
defect mobility 100 cm2/Vs: local g 1.05
  channel then reads -0.0659 eV
drain voltage 0.1 V: device reads -0.0749 eV
mean free path 1.15 nm
drift/thermal speed 4.4e-05; heating 2.0e-06 K
oxide 30 nm, overdrive 6.96 V
oxide field 2.32 MV/cm
all assertions hold
```
